# Depolarizing field of a polarized spherical grain in a dielectric matrix, part 2

The problem is the static depolarizing field of a polarized spherical grain in an unbounded matrix, without free charge or applied field. Equations are in SI units. The grain has radius $a$, volume $V=4\pi a^3/3$ and its centre at the origin; $r$ is the distance from the centre and $\theta$ the angle from the $z$ axis. The relative permittivities are $\varepsilon_i$ in the grain and $\varepsilon_m$ in the matrix, and $\varepsilon_0$ is the vacuum permittivity.

The spontaneous polarization $P_s>0$ along $z$ is the polarization at zero field and is held fixed. The linear response of the grain is counted in $\varepsilon_i$, so the displacement is

$$
\mathbf D=\varepsilon_0\varepsilon_i\mathbf E+P_s\hat{\mathbf z}\quad(r<a),\qquad
\mathbf D=\varepsilon_0\varepsilon_m\mathbf E\quad(r>a).
$$

The potential and the normal component of $\mathbf D$ are continuous at the surface. With

$$
\phi_{\rm in}=-E_{\rm in}\,r\cos\theta,\qquad
\phi_{\rm out}=\frac{B\cos\theta}{r^2},
$$

this matching gives $B=-E_{\rm in}a^3$ and the uniform interior field

$$
\boxed{\,E_{\rm in}=-\frac{P_s}{\varepsilon_0(\varepsilon_i+2\varepsilon_m)}\,}
$$

The outer field has the components $E_r=2B\cos\theta/r^3$ and $E_\theta=B\sin\theta/r^3$. The depolarizing energy is

$$
W=\frac{P_s^2V}{2\varepsilon_0(\varepsilon_i+2\varepsilon_m)}
=-\frac12P_sE_{\rm in}V .
$$

The bound surface charges are the spontaneous one and those induced in the grain and in the matrix:

$$
\sigma_s=P_s\cos\theta .
$$

$$
\sigma_i=\varepsilon_0(\varepsilon_i-1)E_{\rm in}\cos\theta .
$$

$$
\sigma_m=-\varepsilon_0(\varepsilon_m-1)(-2E_{\rm in}\cos\theta)
=2\varepsilon_0(\varepsilon_m-1)E_{\rm in}\cos\theta .
$$

The computed results also list a sphere test and a slope ratio. The test compared the boxed formula with a numerical solution for the surface charge on 160 rings, for five pairs $(\varepsilon_i,\varepsilon_m)$. The slope ratio compares the effect on $E_{\rm in}$ of changing $\varepsilon_m$ and $\varepsilon_i$ by $\pm1$ about $(30,40)$; its limit for small steps is two. In the tunnelling estimate, $\hbar$ is the reduced Planck constant.

## A ferroelectric hafnia grain and the limits of the model

A sphere of radius $a$ and volume $V$ carries the fixed spontaneous polarization $P_s$ along $z$. Its relative permittivity is $\varepsilon_i$, and that of the matrix is $\varepsilon_m$. The interior field is $E_{\rm in}=-P_s/[\varepsilon_0(\varepsilon_i+2\varepsilon_m)]$. Outside there is a dipole potential $B\cos\theta/r^2$ with $B=|E_{\rm in}|a^3$, and the outer field at the pole is $2|E_{\rm in}|$. The depolarizing energy is $W=\tfrac12P_s|E_{\rm in}|V$.

Rough values for ferroelectric hafnia are $P_s=20\ \mu\mathrm{C/cm^2}$ and $\varepsilon_i=30$. This $P_s$ is of the size of the remanent polarization of a whole film, which averages over orientations and nonpolar material. Calculated values for the polar crystal itself are near $50\ \mu\mathrm{C/cm^2}$. All linear fields below are proportional to $P_s$, so that value would raise them by a factor of 2.5 and put the field at the pole far above the rough breakdown field quoted below. Let the grain have a diameter of 5 nm and lie in a nonpolar, tetragonal-like matrix with $\varepsilon_m=40$, also a rough value. The field scale is $P_s/\varepsilon_0=225.9$ MV/cm, and

$$
|E_{\rm in}|=\frac{225.9}{30+2\times40}\ \mathrm{MV/cm}
=2.05\ \mathrm{MV/cm}=0.205\ \mathrm{V/nm}.
$$

Without any dielectric response the field would be $225.9/3=75.3$ MV/cm. If the grain alone responded, it would be $225.9/32=7.06$ MV/cm, and if the matrix alone responded, $225.9/81=2.79$ MV/cm. At the pole, the spontaneous charge of $20\ \mu\mathrm{C/cm^2}$ is opposed by 5.27 from the grain and 14.18 from the matrix, in the same unit. The remaining $0.545\ \mu\mathrm{C/cm^2}$ produces the field. With the grain unchanged, the linear formula gives 3.23 MV/cm for $\varepsilon_m=20$ and 5.94 MV/cm for $\varepsilon_m=4$.

The field of 2.05 MV/cm is about twice a rough coercive field of 1 MV/cm. The outer field at the pole, 4.11 MV/cm, is close to a rough breakdown field of 4 MV/cm. Both comparisons are of scale only. A coercive field is measured on a whole capacitor and includes the nucleation of domains, and the pole field is local, falling as $1/r^3$ along the axis. They do show that the assumptions of fixed polarization, a linear matrix and no free charge are under strain. At the pole the induced polarization of the matrix is already about 0.7 $P_s$.

The first of these assumptions can be relaxed with a simple model. Split the permittivity of the grain into an electronic part $\varepsilon_{\rm el}=5$ and a lattice part $\chi=25$, so that $\varepsilon_i=\varepsilon_{\rm el}+\chi$. Let $P$ be the lattice polarization, and give it the double-well energy per volume

$$
u(P)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4 .
$$

At zero field its minimum must lie at $P_s$, so $\beta=\alpha/P_s^2$. The curvature there is $-\alpha+3\beta P_s^2=2\alpha$. A small field shifts the polarization by the field divided by the curvature, and this shift must equal $\varepsilon_0\chi E$. Hence $\alpha=1/(2\varepsilon_0\chi)$.

For a given $P$, the rest of the grain responds with $\varepsilon_{\rm el}$. The formula for the sphere applies with $P$ in place of $P_s$ and $\varepsilon_{\rm el}$ in place of $\varepsilon_i$. With $K=\varepsilon_{\rm el}+2\varepsilon_m$, the depolarizing energy per grain volume is $P^2/(2\varepsilon_0K)$. The derivative of the total energy vanishes when

$$
P\left(-\alpha+\beta P^2+\frac{1}{\varepsilon_0K}\right)=0 .
$$

The nonzero solution has $P^2=P_s^2[1-1/(\varepsilon_0K\alpha)]$, and inserting $\alpha$ gives

$$
P=P_s\sqrt{1-\frac{2\chi}{\varepsilon_{\rm el}+2\varepsilon_m}} .
$$

For $\varepsilon_m=40$, $K=85$ and $P/P_s=\sqrt{1-50/85}=0.642$. The linear response gives $1-25/110=0.773$. The field becomes $0.642\times225.9/85=1.71$ MV/cm, about 17 % below the linear value.

The square root is real and nonzero only for $\varepsilon_m>\chi-\varepsilon_{\rm el}/2=22.5$. Below this value the quadratic term of the total energy is positive, and among uniform states the minimum lies at $P=0$. Direct minimization for $\varepsilon_m=20$ indeed gives a polarization of 0.000 $P_s$. The linear values of 3.23 and 5.94 MV/cm thus belong to uniform states that this double well cannot sustain without further compensation. A weak matrix does not simply leave a larger field; it can remove the uniform polarization that would produce it. The threshold depends on the assumed quartic well and on the split of $\varepsilon_i$, and it is not a property of real hafnia. Nor does it mean that the grain becomes nonpolar. A polarization along $z$ that is proportional to the transverse coordinate $x$ leaves a surface charge proportional to $xz$, and the same matching replaces $K$ by $2\varepsilon_{\rm el}+3\varepsilon_m$. For $\varepsilon_m=20$ this is 70, larger than $2\chi=50$, so the state $P=0$ is unstable to this two-domain pattern unless a wall energy, which is left out here, prevents it.

The shape of the grain also affects the field. Take a spheroid elongated along $z$, with semi-axis $c$ along $z$ and $b<c$ across it, and eccentricity $e=\sqrt{1-b^2/c^2}$. Its foci lie at $z=\pm f$ with $f=ec$. A line charge proportional to position between the foci has, up to a constant factor, the potential

$$
F=\int_{-f}^{f}\frac{t\,dt}{\sqrt{\rho^2+(z-t)^2}}
=r_+-r_-+z\ln\frac{f-z+r_+}{-f-z+r_-},
$$

where $\rho$ is the distance from the axis and $r_\pm$ are the distances from the foci at $\pm f$. The integral follows from writing $t=(t-z)+z$. On the spheroid $r_++r_-=2c$, while $r_-^2-r_+^2=4fz$, so $r_\pm=c\mp ez$. The logarithm becomes $\ln[(1+e)/(1-e)]=2\,\mathrm{artanh}\,e$, and

$$
F=2z(\mathrm{artanh}\,e-e).
$$

This is proportional to $z$ and matches a uniform interior field. The same expression holds on every confocal spheroid with its own $c$ and $e=f/c$, which gives the normal derivative. The derivative of $\mathrm{artanh}\,e-e$ with respect to $c$ at fixed $f$ is $-e^3/[c(1-e^2)]$.

The derivative of $c$ along the normal $\mathbf n$ is also needed. Let $\mathbf g$ have the components $\rho/b^2$ and $z/c^2$ across and along the axis; it is parallel to $\mathbf n$. Differentiating $\rho^2/(c^2-f^2)+z^2/c^2=1$ gives $\nabla c=\mathbf g/(c|\mathbf g|^2)$. Since $n_z=z/(c^2|\mathbf g|)$, it follows that $z\,\mathbf n\cdot\nabla c=c\,n_z$. Therefore

$$
\mathbf n\cdot\nabla F
=2n_z\left(\mathrm{artanh}\,e-e-\frac{e^3}{1-e^2}\right).
$$

Define the depolarization factor

$$
N=\frac{1-e^2}{e^3}(\mathrm{artanh}\,e-e).
$$

The bracket is then $(\mathrm{artanh}\,e-e)(1-1/N)$. Continuity of the potential scales $F$ so that its surface value is $-E_{\rm in}z$. The outer normal field is therefore $-E_{\rm in}n_z(1-N)/N$, and continuity of the normal displacement reads

$$
\varepsilon_iE_{\rm in}+\frac{P_s}{\varepsilon_0}
=-\varepsilon_m\frac{1-N}{N}E_{\rm in},
\qquad
E_{\rm in}=-\frac{NP_s}{\varepsilon_0[\varepsilon_m+N(\varepsilon_i-\varepsilon_m)]}.
$$

For small $e$, $\mathrm{artanh}\,e-e$ tends to $e^3/3$, so $N=1/3$ and the sphere returns. For $c/b=1.5$, $N=0.2330$ and the field is $0.2330\times225.9/37.67=1.40$ MV/cm, at the same $P_s$ and permittivities. This modest elongation lowers the field by about a third.

Metal electrodes also lower it. Let the spherical grain be centred in a film of thickness $L=10$ nm between short-circuited plates normal to $z$. A plate mirrors a charge with reversed sign, so the image of a dipole along $z$ points the same way. Repeated reflection puts equal dipoles at $z=nL$ for all nonzero integers $n$. Each contributes $2B/(|n|L)^3$ along $P_s$ at the centre, and together they give

$$
E_0=\frac{4\zeta(3)B}{L^3}
=4\zeta(3)\left(\frac aL\right)^3|E_{\rm in}|,\qquad
\zeta(3)=\sum_{n=1}^{\infty}\frac1{n^3}\approx1.202 .
$$

The grain modifies this field. For a sphere in a uniform field $E_0$, let the added interior field be $E'$ and the added outer potential $-E_0r\cos\theta+B'\cos\theta/r^2$. Continuity of the potential gives $B'=(E_0-E')a^3$. Continuity of displacement gives $\varepsilon_iE'=\varepsilon_m(E_0+2B'/a^3)=\varepsilon_m(3E_0-2E')$, so

$$
E'=\frac{3\varepsilon_m}{\varepsilon_i+2\varepsilon_m}E_0 .
$$

With $a/L=1/4$ and the factor $120/110$, the field falls to 0.918 of its unbounded value. This estimate treats the image field as uniform and ignores the change of the images. A numerical solution with twenty images on each side gives 0.919 at the centre. The interior field is no longer uniform and is weaker near the poles. By continuity of the displacement, a weaker inner field at the pole means that the outer field there rises somewhat above 4.11 MV/cm.

A parallel neighbour beside the grain acts the other way, because the dipole field in the equatorial plane is $-B/d^3$ at the distance $d$. For an equal grain at $d=7.5$ nm in an unbounded matrix, the leading-order increase is $(2.5/7.5)^3\times120/110$, or 4.0 %. Closely packed grains need a solution for the whole arrangement.

Trapped charge can also lower the field, by an amount that depends on how much of it there is. Let a free surface charge $-\eta P_s\cos\theta$ cover the fraction $\eta$ of the spontaneous charge. The jump of the radial displacement equals this charge, so $P_s$ is replaced by $(1-\eta)P_s$ in the formula. At fixed $P_s$, bringing 2.05 MV/cm down to 1 MV/cm requires $\eta=1-1/2.053=0.513$. The peak density is $\eta P_s/q=6.4\times10^{13}\ \mathrm{cm^{-2}}$, where $q$ is the elementary charge. The integral of $\cos\theta$ over a hemisphere is $\pi a^2$, which gives $\eta P_s\pi a^2/q\approx13$ charges per hemisphere. With so few charges, a smooth surface density is a coarse description.

Electrons could reach the grain from an electrode through the 2.5 nm of matrix at the pole. For a rectangular barrier of height $\Phi=2$ eV and a tunnelling mass $m$ of 0.2 electron masses, the wave function decays at the rate $\kappa=\sqrt{2m\Phi}/\hbar$. Over the gap $g$ the transmission is roughly $\exp(-2\kappa g)=9\times10^{-8}$. An attempt rate of $10^{13}\ \mathrm{s^{-1}}$ then gives about a microsecond at the pole. The gap along $z$ widens away from the pole, and at 60° from the axis the same estimate gives a few milliseconds. These barrier parameters are rough, the tilt of the barrier is left out, and the transfer needs an empty trap at a suitable energy. Electrons that enter the grain compensate only the positive spontaneous charge; on the opposite hemisphere electrons must leave filled states. If suitable states exist, tunnelling can be fast compared with the storage time of a memory.

The depolarizing energy of the grain is 8.4 eV, against a thermal energy of 0.031 eV at 85 °C. The depolarizing energy is thus far above the thermal scale. Not all of it is available as a drive towards a smaller net polarization, because that change also costs energy in the double well or in domain walls. The double well contains one barrier, that for uniform reversal through $P=0$. It equals $P_s^2V(1-2\chi/K)^2/(8\varepsilon_0\chi)$, about 1.6 eV for $\varepsilon_m=40$. Real rates depend on barriers for nucleation and wall motion, which the model does not contain. The potential difference between the poles is 1.03 V, well below the hafnia band gap of roughly 5 to 6 eV expressed in volts, so the field does not by itself align the band edges across the grain.

The isolated sphere is an idealization, since grains in a film can touch one another and can reach both electrodes. In the ideal limit of a uniformly polarized film in full contact with short-circuited metal, the depolarizing field drops from 2 MV/cm to zero; interfacial layers and imperfect metallic screening restore part of it. For an embedded sphere or elongated spheroid with fixed $P_s$ and shape and a linear response, a matrix of higher permittivity lowers the depolarizing field. The double well limits this rule. Its field is proportional to $\sqrt{1-2\chi/K}/K$, which is largest at $K=3\chi$, or $\varepsilon_m=35$ for the values used here. Between 22.5 and 35 the field grows with $\varepsilon_m$, because the recovery of the polarization outweighs the better screening; above 35 it falls. At $K=3\chi$ the polarization is $P_s/\sqrt3$, where the curvature $-\alpha+3\beta P^2$ of the well vanishes, and the field of 1.74 MV/cm is the largest that the well can balance. Below 35 the curvature is negative. The uniform state is then unstable to fine domain patterns parallel to $z$, whose depolarizing cost is small, unless wall energy holds it. The rising branch therefore describes a constrained uniform state, not necessarily a real grain. Even there the rule concerns this field alone, because the matrix also changes how the applied voltage divides within the film. The numerical output below lists the main computed values.

## Computed results

```
INPUTS (rough typical values)
spontaneous polarization: 20.0 uC/cm2
grain, matrix permittivity: 30, 40
grain diameter, film thickness: 5.0, 10.0 nm
coercive, breakdown field: 1.0, 4.0 MV/cm
MAIN RESULT (field magnitudes)
Ps/eps0: 225.9 MV/cm
no dielectric response: 75.29 MV/cm
only grain responds: 7.06 MV/cm
only matrix responds: 2.79 MV/cm
both respond: 2.053 MV/cm = 0.2053 V/nm
both, matrix permittivity 20: 3.23 MV/cm
both, matrix permittivity 4: 5.94 MV/cm
outer field at pole: 4.11 MV/cm
pole-to-pole voltage: 1.027 V
largest relative error, sphere test: 7.5e-08
slope ratio matrix/grain, numerical: 2.0005
POLE SURFACE CHARGE
spontaneous: 20.00 uC/cm2
induced in grain: -5.27 uC/cm2
induced in matrix: -14.18 uC/cm2
total: 0.545 uC/cm2
NEGLECTED EFFECTS
film/unbounded field, image solution: 0.9187
film/unbounded field, estimate: 0.9180
side neighbour at 7.5 nm: +4.0 % of field
aspect 1.5: depolarization factor 0.2330
aspect 1.5: field 1.40 MV/cm
electronic, lattice parts of eps_i: 5, 25
linear lattice polarization/Ps: 0.773
double-well polarization/Ps: 0.642
double-well field: 1.71 MV/cm
least matrix permittivity for uniform state: 22.5
double-well polarization/Ps, matrix 20: 0.000
field/coercive field: 2.05
pole field/breakdown field: 1.03
compensated fraction to reach coercive: 0.513
peak trapped density: 6.40e+13 cm^-2
elementary charges per hemisphere: 12.6
depolarizing energy of grain: 8.39 eV
thermal energy at 85 C: 0.0309 eV
tunnel gap, barrier: 2.5 nm, 2.0 eV
tunnel mass: 0.2 electron masses
attempt rate: 1e+13 1/s
tunnel transmission: 9.2e-08
tunnelling time: 1.1e-06 s
```
